Why Hartree-Fock energies converge faster with basis size than correlation energies

**Question.** In a family of correlation-consistent basis sets with cardinal number X = 2, 3, 4, ..., the Hartree-Fock energy is said to converge nearly exponentially, and the correlation energy as X⁻³. Why do two parts of one energy, in the same functions, behave so differently? And how well do the forms exp(−aX) and exp(−a√X) extrapolate the Hartree-Fock energy of a small molecule?

**Answer.** The difference lies in where the unknown functions fail to be smooth. A Hartree-Fock orbital has its sharp points at the nuclei, and basis functions are centred there. The correlated pair function also has a kink wherever two electrons meet. That can happen anywhere in the molecule, and no product of one-electron functions has this shape.

Nuclei are fixed and relativity is neglected. With m and −e the electron's mass and charge,

a₀ = 4πε₀ħ²/(me²), E_h = ħ²/(ma₀²) = e²/(4πε₀a₀).

Computed energies are in hartree, E_h.

**What the mean field removes**

The Roothaan-Hall equations FC = SCε are the Hartree-Fock equations projected on a finite basis. The Fock matrix F contains the repulsion between electrons as an average over their distribution ρ. The averaged potential J(r), proportional to ∫ρ(r′)/|r − r′| d³r′, obeys a Poisson equation with ρ as its source, so it is smoother than ρ itself. Exchange contains similar integrals over orbital products. What remains singular is the attraction −Ze²/(4πε₀r) at each nucleus, which gives an s-type orbital a cusp like that of exp(−ζr).

A Gaussian is flat at its centre, so many are needed to imitate a cusp. The number can be estimated by writing the cusp function as a continuous sum of Gaussians. In this part r is in units of a₀, and ζ and the Gaussian exponent s are in the matching units:

exp(−ζr) = [ζ/(2√π)] ∫₀^∞ s^(−3/2) exp[−ζ²/(4s) − sr²] ds.

To prove this, put s = 1/y². The integral becomes 2I, with

I = ∫₀^∞ exp(−p²y² − q²/y²) dy, p = ζ/2, q = r.

The exponent equals −(py − q/y)² − 2pq. The substitution y → q/(py) leaves the square unchanged and turns dy into q dy/(py²). Averaging the two forms of I gives

I = [exp(−2pq)/(2p)] ∫₀^∞ (p + q/y²) exp[−(py − q/y)²] dy.

The bracket p + q/y² is the derivative of u = py − q/y, which runs from −∞ to ∞. Hence I = √π exp(−2pq)/(2p) = (√π/ζ) exp(−ζr), and the prefactor ζ/(2√π) times 2I is exp(−ζr).

Now set s = e^t. A sum over points of spacing h in t is a sum of Gaussians whose exponents have the constant ratio e^h: an even-tempered set. It makes two errors.

First, the sum replaces an integral. By Poisson summation the difference consists of Fourier components of the integrand at frequencies 2πk/h, with k a nonzero integer. The integrand contains exp(−ζ²e^(−t)/4 − r²e^t). If t is shifted to t + iθ, both terms in the exponent keep a negative real part as long as |θ| < π/2. Shifting the contour therefore makes a component of frequency ω fall as exp(−π|ω|/2), up to slower factors. For ω = 2π/h this is exp(−π²/h). The variational energy is quadratic in the error of the orbital, so

spacing error ~ exp(−2π²/h).

Second, the exponents stop at s_max = exp(t_max). The missing part is confined to r ≲ s_max^(−1/2), has a height of order s_max^(−1/2), and so has a gradient of order one. Its kinetic energy is of the order of the volume it occupies:

cutoff error ~ s_max^(−3/2) = exp(−3t_max/2).

At the small-exponent end the factor exp[−ζ²/(4s)] makes the integrand vanish so fast that little range is needed there. With n Gaussians, t_max ≈ nh to leading order. A small h reduces the first error and a large h the second. The best compromise makes the exponents equal:

2π²/h = 3nh/2, so h = 2π/√(3n),

Hartree-Fock radial error ~ exp[−π√(3n)].

This is a leading estimate for large n, without its prefactor. It was checked on one electron bound to a point charge +e, where the limit is −1/2 hartree. Even-tempered sets of 6, 9, 12 and 16 Gaussians, with the smallest exponent and the ratio optimized, miss it by 1.6×10⁻⁴, 1.1×10⁻⁵, 1.1×10⁻⁶ and 7.2×10⁻⁸ hartree. (Sets with every exponent optimized freely do better: six Gaussians then miss by 5.4×10⁻⁵ hartree. The estimate above is for even-tempered sets.) The logarithm of the error falls by 4.98 per unit of √n, against π√3 = 5.44. The local slopes are 4.85 from n = 6 to 9, 5.04 from 9 to 12 and 5.03 from 12 to 16. They lie 7 to 11 percent below the predicted value, and three slopes do not establish a trend, so these sizes support the √n form without showing convergence to the coefficient. Measured per added Gaussian, the slope drops from 0.89 to 0.67. A pure exponential in n would keep that number constant. The formula for h is also only a leading estimate: it gives exponent ratios e^h of 4.40 at n = 6 and 2.48 at n = 16, where the optimized ratios are 3.26 and 2.18.

**From the number of Gaussians to X**

If a family of even-tempered sets adds primitives in proportion to its cardinal number, n = cX, then

error ~ exp(−a√X), a = π√(3c).

Near some X₀ one may write √X ≈ √X₀ + (X − X₀)/(2√X₀). Over a short range the error then looks like exp(−a′X), with a′ = a/(2√X₀). This is the sense of "nearly exponential": a′ shrinks slowly as X₀ grows. The condition n = cX matters. A family that stops adding steep functions keeps its cutoff error at a fixed exponent ratio, whatever its label X says; packing more Gaussians below the same largest exponent lowers that error only slowly.

A molecule also needs angular functions, because each atom is polarized by the others. Near nucleus A, the potential of charge at a distance D has angular components proportional to r^l/D^(l+1), which fall geometrically with l for r < D. The cusp at the other nucleus is described by the functions centred there. One therefore expects fast angular convergence, though this argument does not fix the rate. In the large Li₂ basis used below, adding p, d and f functions in turn lowers the Hartree-Fock energy by 1.0×10⁻², 9.5×10⁻⁵ and 3.4×10⁻⁶ hartree (the d figure becomes 9.8×10⁻⁵ in a denser basis).

**The kink where electrons meet**

For two electrons at a small distance r₁₂, the relative motion has reduced mass m/2 and kinetic operator −(ħ²/m)∇². Try ψ = ψ₀(1 + cr₁₂), with ψ₀ smooth and not zero at contact. Since ∇²r₁₂ = 2/r₁₂, the terms that diverge as 1/r₁₂ cancel if

−2cħ²/m + e²/(4πε₀) = 0, so c = 1/(2a₀).

The pair function thus contains r₁₂/(2a₀), which has a kink at r₁₂ = 0. This holds for opposite spins in a singlet pair. With parallel spins ψ vanishes at contact and the singularity is weaker.

To find the price of this kink, take two electrons in the same s orbital of an atom, with radial function P(r) normalized by ∫P² dr = 1, and treat their repulsion to second order. Expand in the angle θ between the position vectors:

1/r₁₂ = Σ_l (r_<^l/r_>^(l+1)) P_l(cos θ).

Here r_< and r_> are the smaller and larger of r₁ and r₂, and P_l with an index is a Legendre polynomial. Define λ = l + 1/2, R = (r₁ + r₂)/2 and x = r₁ − r₂. Then

r_<^l/r_>^(l+1) = (r_<r_>)^(−1/2) (r_</r_>)^λ ≈ exp(−κ|x|)/R, κ = λ/R,

because ln(r_</r_>) ≈ −|x|/R for small x. At high l the electrons feel this component only when their radii agree to within about R/λ.

Write the l component of the first-order function as ψ₀ f P_l(cos θ). At large λ, f varies rapidly with x and slowly with R. Since ∂²/∂r₁² + ∂²/∂r₂² = 2∂²/∂x² + (1/2)∂²/∂R², the leading radial kinetic term is −(ħ²/m)∂²f/∂x². The two centrifugal terms add up to (ħ²/m)κ²f. Both are of order λ²; the nuclear attraction, the orbital energy and the variation of P give corrections smaller by λ⁻². First-order perturbation theory, (H₀ − E₀)ψ₁ = −Vψ₀ for l > 0, becomes, after division by ħ²/m,

(−∂²/∂x² + κ²) f = −exp(−κ|x|)/(a₀R).

The solution is

f = −(1 + κ|x|) exp(−κ|x|)/(2κ²a₀R).

To check it, let g = (1 + κ|x|)exp(−κ|x|). Then g′ = −κ²x exp(−κ|x|), which is continuous at x = 0, and g″ = −κ²(1 − κ|x|)exp(−κ|x|). Hence −g″ + κ²g = 2κ² exp(−κ|x|), as required.

The second-order energy is ⟨ψ₀|V|ψ₁⟩. The average of P_l² over angles is 1/(2l + 1) = 1/(2λ), and the radial density P²(r₁)P²(r₂) is close to P⁴(R). With e²/(4πε₀a₀) = E_h,

ΔE_l = −E_h [1/(2λ)] ∫dR P⁴(R)/(2κ²R²) ∫dx (1 + κ|x|) exp(−2κ|x|).

The x integral is 2[1/(2κ) + κ/(4κ²)] = 3/(2κ). Inserting κ = λ/R gives

ΔE_l = −A E_h/λ⁴, A = (3/8) ∫₀^∞ P⁴(r) r dr.

For a hydrogenic 1s orbital, P = 2(Z/a₀)^(3/2) r exp(−Zr/a₀). With u = Zr/a₀,

A = (3/8) ∫₀^∞ 16u⁵ exp(−4u) du = (3/8)(16·120/4096) = 45/256 = 0.1758,

for every Z.

If the basis stops at l = L, all higher waves are missing. Each λ = l + 1/2 is the midpoint of an interval of length one, so the sum is close to an integral that begins at L + 1:

Σ_(l>L) ΔE_l ≈ −A E_h ∫_(L+1)^∞ dλ/λ⁴ = −(A/3) E_h/(L + 1)³.

The computed energy lies too high by the magnitude of this sum. The power law was tested against second-order energies summed over the spectrum of 40 radial functions per wave. At l = 10, −ΔE_l λ⁴ is 0.1735 hartree in this basis; with a converged radial description it is 0.1739 hartree, 1.1 percent below the limit. For all waves beyond l = 5 the formula gives −2.71×10⁻⁴ hartree. The computed waves l = 6 to 10, with the formula's own −4.4×10⁻⁵ added for l > 10, give −2.63×10⁻⁴. The independent part of this comparison is therefore −2.19×10⁻⁴ computed against −2.27×10⁻⁴ predicted for l = 6 to 10.

**How the cube can survive a radial cutoff**

A basis set also truncates the radial functions, and this could spoil the power. In a Fourier expansion in x with wave number k, the source exp(−κ|x|)/R has amplitude 2κ/[R(κ² + k²)]. The energy of a mode is proportional to the squared amplitude divided by κ² + k², and to the angular factor 1/(2λ) = 1/(2κR). At fixed R each mode therefore contributes in proportion to κ/q⁶, where q² = κ² + k². The sum over l is an integral over κ, and in polar coordinates κ dκ dk is proportional to q² dq. The missing energy behaves as

∫_(q_max)^∞ q² dq/q⁶ = 1/(3q_max³).

Angular and radial resolution enter together through q. If both grow in proportion to X, then q_max ∝ X and

E_X ≈ E_∞ + B X⁻³.

A fixed offset between X and L changes this by a relative amount of order 1/X, which is not small at X = 2. If the radial set is left behind while l is raised, the law fails.

Keeping N complete shells of natural orbitals in the hydrogenic pair model tests this joint truncation. The errors are measured against a total that uses the asymptotic formula for l > 10; that part, 4.4×10⁻⁵ hartree, is about a third of the error at N = 10. The error falls from 9.8×10⁻⁴ hartree at N = 5 to 1.4×10⁻⁴ at N = 10, an average power of 2.80. The product of error and N³ is still rising at N = 10, so the cube is being approached and has not been reached.

**Extrapolating Li₂**

The molecule is Li₂ at a chosen distance of 2.70×10⁻¹⁰ m. The restricted Hartree-Fock energies are

cc-pVDZ, X = 2: −14.869698 hartree
cc-pVTZ, X = 3: −14.871494 hartree
cc-pVQZ, X = 4: −14.871638 hartree

A separate large even-tempered basis gives −14.871702 hartree, or −6.4837×10⁻¹⁷ J. All occupied orbitals are σ orbitals and the Fock operator does not mix different angular momenta about the axis, so this calculation needs only functions with m = 0. The reference is variational and finite: it lies above the Hartree-Fock limit. A rough idea of its error comes from the one-electron model, where 12 Gaussians with a similar exponent ratio miss 1.1×10⁻⁶ hartree. Energies scale as Z², and Li₂ has four core electrons with Z = 3, so an error as large as 4 × 9 × 1.1×10⁻⁶ ≈ 4×10⁻⁵ hartree cannot be excluded on this estimate. A denser basis of 25 s, 9 p and 4 d functions per atom, with the same f contribution of 3.4×10⁻⁶ added, gives −14.871719 hartree. This is 1.7×10⁻⁵ lower, so the last two digits of the reference are not converged. Errors and percentages below are measured against −14.871702 hartree unless stated otherwise.

Three energies fix E_∞, B and a. Let d₁ = E₂ − E₃ = 1.796×10⁻³ hartree and d₂ = E₃ − E₄ = 1.440×10⁻⁴ hartree, with ratio d₂/d₁ = 0.0802. If v is the error at X = 4 divided by that at X = 3, then d₂ equals the error at X = 4 times (1/v − 1), so

E_∞ = E₄ − d₂ v/(1 − v).

For exp(−aX) every step reduces the error by the same factor, so v = d₂/d₁ = 0.0802. The correction is 1.440×10⁻⁴ × 0.0802/0.9198 = 1.26×10⁻⁵ hartree, and E_∞ = −14.871651 hartree.

For exp(−a√X) the condition is

d₂/d₁ = u(1 − v)/(1 − u), u = exp[−a(√3 − √2)], v = exp[−a(2 − √3)].

Its numerical solution is a = 7.80, which gives v = 0.1237. The correction is 1.440×10⁻⁴ × 0.1237/0.8763 = 2.03×10⁻⁵ hartree, and E_∞ = −14.871659 hartree.

The two limits lie 5.1×10⁻⁵ and 4.3×10⁻⁵ hartree above the reference, and at least that far above the true limit. The quadruple-zeta energy itself is 6.4×10⁻⁵ above the reference. The exponential thus removes about 20 percent of that error and the square-root form about 32 percent; against the lower value −14.871719 hartree the error is 8.1×10⁻⁵ and the shares are about 16 and 25 percent. The second is better here, but neither is a good extrapolation.

The separate atoms show where the error sits. Measured against the atom computed in the s functions of the large basis (−7.4327195 hartree), twice the Hartree-Fock error of a Li atom is 5.99×10⁻⁴, 8.1×10⁻⁵ and 4.9×10⁻⁵ hartree for X = 2, 3, 4. At X = 4 this is 77 percent of the molecular error, both taken against their finite references. The atomic reference lies 7.4×10⁻⁶ hartree above the atomic limit, −7.432727 hartree, so against that limit the three figures are 6.14×10⁻⁴, 9.6×10⁻⁵ and 6.4×10⁻⁵ hartree. The sets contain 9, 11 and 12 s primitives, with largest exponents of 1469, 5988 and 6601 a₀⁻². These counts are not proportional to X, so the condition n = cX is broken: the last step adds one primitive and hardly extends the range towards the nucleus. The atomic error, measured against the atomic limit, falls by a factor of only 1.5 in that step; the range explains only about a third of what remains, since adding one or two steeper s functions to the X = 4 primitives lowers the 6.4×10⁻⁵ to 4.4×10⁻⁵ and 4.2×10⁻⁵ hartree. A fit in X cannot foresee this.

Subtracting the atomic part, taken against the finite atomic reference, leaves 1.405×10⁻³, 1.26×10⁻⁴ and 1.5×10⁻⁵ hartree, the error in the binding energy. Its steps are 1.278×10⁻³ and 1.11×10⁻⁴. The same two formulas predict a remaining error at X = 4 of 1.1×10⁻⁵ (exponential) and 1.7×10⁻⁵ hartree (square root), against 1.5×10⁻⁵ found with these references. The errors of the molecular and atomic references cancel only to about 3×10⁻⁶ hartree: with the denser basis for both, the remainder is about 1.75×10⁻⁵, close to the square-root prediction and above the exponential one. Both forms do much better on this part than on the total energy, but one molecule and a reference uncertain at this level do not settle the choice between them.

In the one-electron model, where n = 3X holds by construction, the choice is clearer. From n = 6, 9 and 12 the exponential limit is 3.4×10⁻⁷ hartree too high and the square-root limit 1.2×10⁻⁷ too low, while the last computed energy is 1.06×10⁻⁶ too high.

**The correlation energy of the same molecule**

Second-order Møller-Plesset theory (MP2) for the valence pair, with the 1s cores frozen, gives −0.01914, −0.02103 and −0.02213 hartree. The second step is 0.58 of the first. A pure X⁻³ law requires

(3⁻³ − 4⁻³)/(2⁻³ − 3⁻³) = 0.243.

The Hartree-Fock ratio was 0.080, so correlation does converge much more slowly over these three sets, but it does not follow the cube there. The cause is not examined here. The derivation concerns the last, short-range part of the error, and it says little until the broad shape of the pair function is described.

Eliminating B from E_X = E_∞ + BX⁻³ at X = 3 and 4 gives

E_∞ = (64E₄ − 27E₃)/37 = −0.0229 hartree = −1.00×10⁻¹⁹ J.

The pair X = 2, 3 gives −0.0218 hartree. The two values differ by 1.1×10⁻³ hartree, so the limit is not settled to that level; the difference is not a bound on the error. It is more than ten times the Hartree-Fock error at X = 4, and it concerns MP2 alone, which omits higher-order correlation and, here, that of the cores.

The numerical check printed below contains the energies used here, apart from the freely optimized six-Gaussian error, the converged l = 10 value, the atomic limit, the results in the denser basis and those with added steep s functions; slopes, differences and the binding-energy extrapolations are worked from its output.

Numbers as computed

```
One electron, point charge +e: n Gaussians, energy error
  n= 4 error=1.248e-03 hartree, exponent ratio=4.074
  n= 6 error=1.595e-04 hartree, exponent ratio=3.258
  n= 9 error=1.102e-05 hartree, exponent ratio=2.703
  n=12 error=1.061e-06 hartree, exponent ratio=2.413
  n=16 error=7.171e-08 hartree, exponent ratio=2.180
Decay per sqrt(n): fitted 4.976, theory 5.441
Model limits from n=6,9,12 (X=n/3), error against -1/2 hartree:
  exp(-aX): 3.447e-07; exp(-a sqrt X): -1.202e-07 hartree
Pair model: A = 0.175781 (dimensionless)
  l= 1 energy=-2.6495e-02 hartree, times -(l+1/2)^4: 0.13413
  l= 2 energy=-3.9060e-03 hartree, times -(l+1/2)^4: 0.15258
  l= 4 energy=-4.0603e-04 hartree, times -(l+1/2)^4: 0.16650
  l= 7 energy=-5.4356e-05 hartree, times -(l+1/2)^4: 0.17199
  l=10 energy=-1.4278e-05 hartree, times -(l+1/2)^4: 0.17354
Missing energy for l>5: sum -2.6275e-04, law -2.7127e-04 hartree
Complete pair energy -0.046663 hartree; error with N shells:
  N= 2 error=1.0266e-02 hartree, times N^3: 0.0821
  N= 3 error=3.7715e-03 hartree, times N^3: 0.1018
  N= 4 error=1.7791e-03 hartree, times N^3: 0.1139
  N= 5 error=9.7527e-04 hartree, times N^3: 0.1219
  N= 7 error=3.8465e-04 hartree, times N^3: 0.1319
  N=10 error=1.4000e-04 hartree, times N^3: 0.1400
Power of 1/N between N=5 and N=10: 2.800
Li2 at 2.700e-10 m (5.1023 bohr)
HF reference: -14.8717020 hartree = -6.483682e-17 J
HF lowering on adding p, d, f: 1.002e-02, 9.502e-05, 3.355e-06 hartree
Li atom HF reference: -7.4327195 hartree
X=2 HF=-14.8696981 MP2 corr=-0.0191435 hartree
  HF error=2.004e-03, two Li atoms 5.992e-04 hartree
  s primitives=9, largest exponent=1469.0 bohr^-2
X=3 HF=-14.8714944 MP2 corr=-0.0210324 hartree
  HF error=2.077e-04, two Li atoms 8.128e-05 hartree
  s primitives=11, largest exponent=5988.0 bohr^-2
X=4 HF=-14.8716384 MP2 corr=-0.0221338 hartree
  HF error=6.366e-05, two Li atoms 4.872e-05 hartree
  s primitives=12, largest exponent=6601.0 bohr^-2
Li2 HF limit, exp(-aX): -14.8716509 hartree, a=2.524, minus reference 5.111e-05 hartree
Li2 HF limit, exp(-a sqrt X): -14.8716587 hartree, a=7.800, minus reference 4.333e-05 hartree
Step ratio (3 to 4)/(2 to 3): HF 0.0802, MP2 0.5831, X^-3 law 0.2434
MP2 limit by X^-3: from X=2,3 -0.0218277, from X=3,4 -0.0229376 hartree
MP2 limit from X=3,4: -1.00002e-19 J
```
